# The Sommerfeld factor and the threshold laws of photoionisation and photodetachment, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions fix

A particle of mass $m$ and speed $v=\hbar k/m$ moves in the potential $Z_1Z_2e^2/(4\pi\varepsilon_0 r)$. The problem contains two lengths, the reduced wavelength $1/k$ and the Bohr length $a_Z=4\pi\varepsilon_0\hbar^2/(m|Z_1Z_2|e^2)$, and therefore one dimensionless number,

$$\eta=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0\hbar v}=\pm\frac{1}{ka_Z},$$

positive for repulsion and negative for attraction. The density at the centre of force divided by the density of the incident beam is dimensionless, so it is a function $S(\eta)$ with $S(0)=1$.

The same argument fixes the form of the threshold laws. Let $u_{El}(r)$ be the radial function of angular momentum $l$, normalised per unit energy, so that $u_{El}^2$ has dimension $1/(\text{energy}\times\text{length})$. Near the origin $u_{El}=N_l\,r^{l+1}$, hence $N_l^2$ has the dimension of $(m/\hbar^2)\,\text{length}^{-(2l+1)}$. For a free particle $1/k$ is the one available length, and $N_l^2\propto k^{2l+1}$. This is the power in Wigner's law. With a Coulomb force $N_l^2=(m/\hbar^2)k^{2l+1}g_l(\eta)$. If $N_l^2$ has a finite nonzero limit as $k\to0$, the limit must be a multiple of $a_Z^{-(2l+1)}$, which requires $g_l\propto|\eta|^{2l+1}$. For $l=0$ this means $S\propto|\eta|$. For $l\ge1$ a growth as $|\eta|$ is not enough, so multiplying the free $N_l^2$ by $S$ alone gives a finite nonzero limit for outgoing s waves but not for p or d waves. Dimensions do not say whether the limit is nonzero, nor give its value; that needs the solution.

From here on atomic units are used ($\hbar=m=e=4\pi\varepsilon_0=1$, speed of light $1/\alpha$). The motion is nonrelativistic and the centre of force is fixed. An electron of energy $E=k^2/2$ in the field of a charge $Z$ has $V=-Z/r=\eta k/r$, so $\eta=-Z/k$.

## 2. The regular radial solution

With $\psi=u(r)Y_{lm}/r$ and $\rho=kr$, the radial equation divided by $k^2$ is

$$\frac{d^2u}{d\rho^2}+\Big[1-\frac{2\eta}{\rho}-\frac{l(l+1)}{\rho^2}\Big]u=0 .\tag{1}$$

Near $\rho=0$ the solutions behave as $\rho^{l+1}$ and $\rho^{-l}$. The second is rejected: it is not square integrable for $l\ge1$, and for $l=0$ it gives $\psi\sim1/r$, whose Laplacian contains a delta function. Put $u=gw$ with $g=\rho^{l+1}e^{i\rho}$. Then $g'/g=(l+1)/\rho+i$ and $g''/g=l(l+1)/\rho^2+2i(l+1)/\rho-1$. In $u''=g(w''+2w'g'/g+wg''/g)$ the terms $l(l+1)/\rho^2$ and $-1$ cancel against (1), and multiplication by $\rho$ leaves

$$\rho w''+(2l+2+2i\rho)w'+2i(l+1+i\eta)w=0 .$$

Set $z=-2i\rho$, so $d/d\rho=-2i\,d/dz$ and $\rho\,d^2/d\rho^2=-2iz\,d^2/dz^2$. Division by $-2i$ gives Kummer's equation

$$zw_{zz}+(b-z)w_z-aw=0,\qquad a=l+1+i\eta,\quad b=2l+2 .$$

A series $w=\sum c_nz^n$ with $c_0=1$ obeys $(n+1)(n+b)c_{n+1}=(n+a)c_n$, so

$$w=M(a,b,z)=\sum_n\frac{(a)_n}{(b)_n}\frac{z^n}{n!},\qquad (a)_n=a(a+1)\cdots(a+n-1),$$

which converges for every $z$ because $c_{n+1}/c_n\to0$. Define

$$F_l(\eta,\rho)=C_l\,\rho^{l+1}e^{i\rho}M(l+1+i\eta,\,2l+2,\,-2i\rho),\tag{2}$$

with $C_l>0$ chosen so that $F_l$ oscillates with unit amplitude at large $\rho$. The function is real, since (1) is real and its complex conjugate is a regular solution with the same leading term.

## 3. Large distance and the constant $C_l$

The product of two Euler integrals, $\Gamma(p)\Gamma(q)=\iint x^{p-1}y^{q-1}e^{-x-y}dx\,dy$, with $x=st$, $y=s(1-t)$ and Jacobian $s$, factorises into $\Gamma(p+q)$ times an integral over $t$:

$$\int_0^1t^{p-1}(1-t)^{q-1}dt=\frac{\Gamma(p)\Gamma(q)}{\Gamma(p+q)},\qquad \operatorname{Re}p,\operatorname{Re}q>0.\tag{3}$$

With $p=a+n$, $q=b-a$ and $(a)_n=\Gamma(a+n)/\Gamma(a)$, each ratio $(a)_n/(b)_n$ becomes such an integral, and the sum over $n$ gives $e^{zt}$:

$$M(a,b,z)=\frac{\Gamma(b)}{\Gamma(a)\Gamma(b-a)}\int_0^1e^{zt}t^{a-1}(1-t)^{b-a-1}dt .$$

Here $b-a=l+1-i\eta=a^*$, both real parts are positive, and $\Gamma(a)\Gamma(a^*)=|\Gamma(a)|^2$. Thus

$$F_l=C_l\,\rho^{l+1}\frac{(2l+1)!}{|\Gamma(a)|^2}\,I,\qquad I=e^{i\rho}\int_0^1e^{-2i\rho t}\,t^{l+i\eta}(1-t)^{l-i\eta}dt .$$

The integrand is analytic in the half strip $0<\operatorname{Re}t<1$, $\operatorname{Im}t<0$, and $e^{-2i\rho t}$ decays exponentially downwards. The path is therefore replaced by one running from $0$ to $-i\infty$ and returning from $1-i\infty$ to $1$.

On the first leg $t=-is$, $dt=-i\,ds$, $e^{-2i\rho t}=e^{-2\rho s}$ and $t^{l+i\eta}=s^{l+i\eta}e^{-i\pi(l+i\eta)/2}=s^{l+i\eta}(-i)^le^{\pi\eta/2}$. For large $\rho$ the range $s\lesssim1/\rho$ matters, where $(1+is)^{l-i\eta}\simeq1$, and $\int_0^\infty e^{-2\rho s}s^{a-1}ds=\Gamma(a)(2\rho)^{-a}$. The leg contributes

$$I_0=e^{i\rho}(-i)^{l+1}e^{\pi\eta/2}\,\Gamma(a)\,(2\rho)^{-a}.$$

On the second leg $t=1-is$ with $s$ running from $\infty$ to $0$, which turns $dt$ into $+i\,ds$ over $(0,\infty)$. The exponentials give $e^{-i\rho}e^{-2\rho s}$, and $(is)^{l-i\eta}=s^{l-i\eta}i^le^{\pi\eta/2}$. The contribution is $I_0^*$. Write $\Gamma(a)=|\Gamma(a)|e^{i\sigma_l}$, $(2\rho)^{-a}=(2\rho)^{-l-1}e^{-i\eta\ln2\rho}$ and $(-i)^{l}=e^{-il\pi/2}$. Since $2\operatorname{Re}(-ie^{i\theta})=2\sin\theta$,

$$I\to2e^{\pi\eta/2}|\Gamma(a)|(2\rho)^{-l-1}\sin\theta_l,\qquad\theta_l=\rho-\eta\ln2\rho-\tfrac12l\pi+\sigma_l .$$

The powers of $\rho$ cancel in $F_l$, and $2\cdot2^{-l-1}=2^{-l}$, so $F_l\to C_l(2l+1)!\,2^{-l}e^{\pi\eta/2}|\Gamma(a)|^{-1}\sin\theta_l$. Unit amplitude requires

$$C_l=\frac{2^l\,e^{-\pi\eta/2}\,|\Gamma(l+1+i\eta)|}{(2l+1)!},\qquad\sigma_l=\arg\Gamma(l+1+i\eta).\tag{4}$$

The next term of $(1+is)^{l-i\eta}$ is $i(l-i\eta)s$, and the extra power of $s$ multiplies the integral by $a/2\rho$. The relative correction is of size $|l-i\eta|\,|l+1+i\eta|/2\rho$. The sine form therefore sets in for $\rho\gg l^2+\eta^2$, that is for $r\gg Z^2/k^3$ at low energy, a distance that recedes to infinity at threshold.

## 4. The Sommerfeld factor

The recurrence $\Gamma(x+1)=x\Gamma(x)$ applied $l$ times gives $|\Gamma(l+1+i\eta)|^2=|\Gamma(1+i\eta)|^2\prod_{s=1}^l(s^2+\eta^2)$. The remaining modulus follows from (3) with $p=1+i\eta$, $q=1-i\eta$, $\Gamma(2)=1$. The substitution $t/(1-t)=e^x$, $dt=e^x(1+e^x)^{-2}dx$, gives

$$J\equiv|\Gamma(1+i\eta)|^2=\int_{-\infty}^\infty\frac{e^{i\eta x}e^x}{(1+e^x)^2}\,dx .$$

Integrate the same function round the rectangle with long sides $\operatorname{Im}x=0$ and $\operatorname{Im}x=2\pi$. The short sides vanish at infinity. On the upper side the integrand is $e^{-2\pi\eta}$ times its value on the real axis and the direction is reversed, so the contour integral is $J(1-e^{-2\pi\eta})$. The one pole inside is at $x=i\pi$. With $x=i\pi+y$, $e^x/(1+e^x)^2=-1/(4\sinh^2(y/2))=-y^{-2}+O(1)$ and $e^{i\eta x}=e^{-\pi\eta}(1+i\eta y+\dots)$, so the residue is $-i\eta e^{-\pi\eta}$ and $2\pi i$ times it is $2\pi\eta e^{-\pi\eta}$. Hence $J=2\pi\eta/(e^{\pi\eta}-e^{-\pi\eta})$, and (4) gives

$$S(\eta)\equiv C_0^2=e^{-\pi\eta}J=\frac{2\pi\eta}{e^{2\pi\eta}-1},\tag{5}$$

$$C_l^2=S(\eta)\,\frac{2^{2l}\prod_{s=1}^l(s^2+\eta^2)}{[(2l+1)!]^2}.\tag{6}$$

At $\eta=0$, $S=1$ and $C_l=2^ll!/(2l+1)!=1/(2l+1)!!$, because the even factors of $(2l+1)!$ multiply to $2^ll!$. The enhancement over the free wave is

$$\frac{C_l^2(\eta)}{C_l^2(0)}=S(\eta)\prod_{s=1}^l\Big(1+\frac{\eta^2}{s^2}\Big).$$

For small $|\eta|$, $S\simeq1-\pi\eta$: attraction raises the density at the origin and repulsion lowers it. For attraction $S=2\pi|\eta|/(1-e^{-2\pi|\eta|})\to2\pi|\eta|$ at low energy, and the enhancement grows as $|\eta|^{2l+1}$, the power found necessary in section 1. For repulsion $S\to2\pi\eta\,e^{-2\pi\eta}$. The exponent is the semiclassical tunnelling exponent from the turning point $r_0=2\eta/k$ to the origin: with $r=r_0\sin^2\chi$,

$$2\int_0^{r_0}\sqrt{2\eta k/r-k^2}\,dr=2kr_0\int_0^{\pi/2}2\cos^2\chi\,d\chi=\pi kr_0=2\pi\eta .$$

For $l=1$, (6) reads $C_1^2=S(1+\eta^2)/9$. At $\eta=-20$, $S=125.664$ and $C_1^2=125.664\times401/9=5599.02$. At $\eta=-1$, $S=6.29494$ and $C_1^2=1.39888$. At $\eta=+2$, $S=4.38234\times10^{-5}$ and $C_1^2=2.43463\times10^{-5}$. The numerical check integrates (1) outwards from $r^{l+1}$, reads off the amplitude at large $r$, and agrees with (6) for $l=0,1,2$ at these three values of $\eta$ within a relative tolerance of $10^{-5}$.

## 5. Meaning for a beam

$S$ is the density ratio of section 1. To see this, first expand the plane wave $e^{i\rho c}$, $c=\cos\theta$. Its $P_l$ component is a regular free solution, a multiple of $F_l(0,\rho)/\rho$, and the multiple is fixed by the lowest power of $\rho$. Rodrigues' formula, integrated by parts $l$ times, and (3) give $\int_{-1}^1c^lP_l\,dc=2^{-l}\int(1-c^2)^ldc=2^{l+1}(l!)^2/(2l+1)!$. The coefficient of $P_l$ starts as $\frac{2l+1}{2}\frac{(i\rho)^l}{l!}$ times this, which is $(2l+1)i^lC_l(0)\rho^l$. So $e^{ikz}=\sum_l(2l+1)i^lF_l(0,\rho)P_l/\rho$, and the incoming part of each $F_l(0,\rho)$ is $-\frac1{2i}e^{-i(\rho-l\pi/2)}$.

In the Coulomb case the incoming part of $e^{i\sigma_l}F_l$ is $-\frac1{2i}e^{-i(\rho-\eta\ln2\rho-l\pi/2)}$, the free one times a phase common to all $l$. The wave with the same incoming flux as the plane wave in every channel is therefore

$$\psi=\sum_l(2l+1)\,i^le^{i\sigma_l}\frac{F_l(\eta,\rho)}{\rho}P_l(c).\tag{7}$$

At $\rho=0$ all terms with $l\ge1$ vanish as $\rho^l$, so $\psi(0)=e^{i\sigma_0}C_0$ and $|\psi(0)|^2=S(\eta)$.

The sum has a closed form. Try $\psi=e^{ikz}\varphi(\xi)$, where $z$ is now the Cartesian coordinate and $\xi=r-z$. Then $|\nabla\xi|^2=2-2c=2\xi/r$, $\nabla^2\xi=2/r$ and $\partial_z\xi=c-1=-\xi/r$. The equation $\nabla^2\psi+(k^2-2\eta k/r)\psi=0$, multiplied by $r/2$, becomes $\xi\varphi''+(1-ik\xi)\varphi'-\eta k\varphi=0$, which in the variable $ik\xi$ is Kummer's equation with $a=-i\eta$, $b=1$. The solution $e^{ikz}M(-i\eta,1,ik\xi)$ is regular, so its $P_l$ components are multiples of $F_l/\rho$. The term $\rho^lc^l$ can come from the $l$th wave alone, since lower waves have lower degree in $c$ and higher waves start at a higher power of $\rho$. Multiplying the two series and using $(-1)^n(-i\eta)_n/n!=\binom{i\eta}{n}$, its coefficient is

$$i^l\sum_n\binom{i\eta}{n}\frac{1}{n!\,(l-n)!}=\frac{i^l}{l!}\sum_n\binom{i\eta}{n}\binom{l}{l-n}=\frac{i^l}{l!}\binom{l+i\eta}{l}=\frac{i^l(1+i\eta)_l}{(l!)^2},$$

where the sum is the coefficient of $x^l$ in $(1+x)^{i\eta}(1+x)^l$. In (7) the same term has the coefficient $(2l+1)i^le^{i\sigma_l}C_l$ times the leading coefficient $(2l)!/[2^l(l!)^2]$ of $P_l$, which by (4) is $i^le^{-\pi\eta/2}\Gamma(l+1+i\eta)/(l!)^2$. The ratio is independent of $l$, so

$$\psi=e^{-\pi\eta/2}\,\Gamma(1+i\eta)\,e^{ikz}M\big(-i\eta,1,ik(r-z)\big).$$

The program tests, for $\eta=-1$ and $1.5$, that this function solves the wave equation, that $|\psi|^2$ is within $10^{-3}$ of one at $kz=-10^4$ on the axis, and that its $l=0$ and $l=2$ projections match (7).

## 6. Normalisation per unit energy

Transition rates need states counted per unit energy. Write the radial equation for a general $V$ as $u''+q^2u=0$ with $q^2=2E-2V-l(l+1)/r^2$. For regular solutions at two energies, $(u_E'u_{E'}-u_Eu_{E'}')'=2(E'-E)u_Eu_{E'}$. Integrating from $0$ to $R$ and letting $E'\to E$,

$$\int_0^Ru^2dr=\tfrac12\big(u'\,\partial_Eu-u\,\partial_Eu'\big)_R .\tag{8}$$

Take a second solution $v$ and write $u=\mathcal A\sin\vartheta$, $v=\mathcal A\cos\vartheta$. Then $\mathcal A^2\vartheta'=u'v-uv'=K$ is a constant Wronskian. Inserting $u=\mathcal A\sin\vartheta$ in the equation, the cosine terms vanish because $K$ is constant, and the sine terms give $\vartheta'^2=q^2+\mathcal A''/\mathcal A$. The partner $v$ is chosen so that $\mathcal A$ does not oscillate at large $r$. Where $\mathcal A''/\mathcal A\ll q^2$ this means $\vartheta'=q$ and $\mathcal A^2=K/q$.

Place a wall at $R$. The levels obey $\vartheta(R,E_n)=n\pi$, and since $\vartheta$ is smooth in $E$ their density is $\partial_E\vartheta/\pi$. At a node $u'=\mathcal A\vartheta'\cos\vartheta$, $\partial_Eu=\mathcal A\,\partial_E\vartheta\cos\vartheta$ and $\cos^2\vartheta=1$, so (8) equals $\frac12K\partial_E\vartheta$. For any function $h(r)$ confined well inside the wall,

$$\sum_n\frac{\langle u|h\rangle^2}{\frac12K\,\partial_E\vartheta}\to\int dE\,\frac{2}{\pi K}\langle u|h\rangle^2 .$$

The choice $K=2/\pi$ makes the measure $dE$:

$$u_{El}\to\sqrt{\frac{2}{\pi q}}\,\sin\vartheta .\tag{9}$$

As $r\to\infty$ at fixed $E>0$, $q\to k$, so for the pure Coulomb field $u_{El}=\sqrt{2/\pi k}\,F_l$, and with $F_l\simeq C_lk^{l+1}r^{l+1}$,

$$N_l^2=\frac2\pi\,k^{2l+1}C_l^2 .\tag{10}$$

## 7. The limit of zero energy

For $\eta=-Z/k$ with $Z>0$, $kS\to2\pi Z$ and $k^{2l}\prod(s^2+\eta^2)=\prod(s^2k^2+Z^2)\to Z^{2l}$. Therefore

$$N_l^2\to\frac{4Z\,(2Z)^{2l}}{[(2l+1)!]^2},\tag{11}$$

which for $Z=1$ is $4$, $0.444444$ and $0.00444444$ for $l=0,1,2$.

The reason is visible in (9). At distances beyond the centrifugal region $w\equiv q^2\simeq2E+2Z/r$. With $\mathcal A\propto w^{-1/4}$, $\mathcal A''/\mathcal A=-w''/4w+5w'^2/16w^2$. For $E\ge0$ one has $|w'/w|\le1/r$, $|w''/w|\le2/r^2$ and $w\ge2Z/r$, so

$$\Big|\frac{\mathcal A''}{\mathcal Aq^2}\Big|\le\Big(\frac12+\frac5{16}\Big)\frac1{r^2}\cdot\frac{r}{2Z}=\frac{13}{32\,Zr},\tag{12}$$

uniformly down to $E=0$. The centrifugal term dropped from $w$ is negligible when $Zr\gg l(l+1)$, so the form (9) holds for $Zr\gg1+l(l+1)$ whatever the energy. Near threshold this region begins long before the sine form of section 3 sets in, and there $q\to\sqrt{2Z/r}$ does not vanish at threshold. The electron near the ion moves at a speed set by the ion, and the wave inside any fixed radius stops depending on $E$.

The limiting function is explicit. At $E=0$, $r^{l+1}\sum c_nr^n$ obeys $[(n+l+1)(n+l)-l(l+1)]c_n=n(n+2l+1)c_n=-2Zc_{n-1}$, so $c_n=(-2Z)^n(2l+1)!/[n!(n+2l+1)!]$. The Bessel series $J_\nu(x)=\sum(-1)^n(x/2)^{2n+\nu}/[n!(n+\nu)!]$ with $\nu=2l+1$, $(x/2)^2=2Zr$ has the same coefficients. Multiplying by $N_l=2\sqrt Z(2Z)^l/(2l+1)!$ and collecting powers,

$$u_{0l}=\sqrt{2r}\,J_{2l+1}\big(\sqrt{8Zr}\big).\tag{13}$$

The program integrates the equation at $E=0$ itself, normalises by (9) with $q^2$ refined to $q^2+\mathcal A''/\mathcal A$, and confirms (11) and (13) for $l=0,1,2$.

# Part II. Photoabsorption thresholds

## 8. Symbols and results carried over

Atomic units; $E=k^2/2$; $\eta=-Z/k$ for attraction by a charge $Z$. The Sommerfeld factor is $S=2\pi\eta/(e^{2\pi\eta}-1)$, and $C_l^2=S\,2^{2l}\prod_{s=1}^l(s^2+\eta^2)/[(2l+1)!]^2$, with $C_l=1/(2l+1)!!$ at $\eta=0$. The regular Coulomb function is $F_l=C_l\rho^{l+1}e^{i\rho}M(l+1+i\eta,2l+2,-2i\rho)$, $\rho=kr$. An energy-normalised radial function has amplitude $\sqrt{2/\pi q}$, with $q$ the local wavenumber (9), and starts as $N_lr^{l+1}$. For the pure Coulomb field $N_l^2=(2/\pi)k^{2l+1}C_l^2$, which for attraction tends to the finite value (11), the wave tending to $\sqrt{2r}J_{2l+1}(\sqrt{8Zr})$. The bound (12) shows that (9) is valid for $Zr\gg1+l(l+1)$ uniformly in $E\ge0$. The letters $a$ and $b$ now denote matching coefficients.

## 9. The cross section

The model is one active electron in a central potential $V(r)$, with bound state $u_b(r)Y_{lm}/r$ of energy $E_b=-\kappa^2/2$, a single open channel of the residual system, and the dipole approximation. A field $\mathcal E_0\cos\omega t$ along $z$ adds $z\mathcal E_0\cos\omega t$ to the Hamiltonian. To first order, keeping the resonant half $\frac12e^{-i\omega t}$ of the cosine, the amplitude of an energy-normalised state after time $T$ is $-\frac i2\mathcal E_0d\int_0^Te^{i\Delta t}dt$, with $d=\langle E|z|b\rangle$ and $\Delta=E-E_b-\omega$. Parseval's theorem gives $\int d\Delta\,|\int_0^Te^{i\Delta t}dt|^2=2\pi T$, concentrated at $|\Delta|\lesssim1/T$, so the rate is $\frac\pi2\mathcal E_0^2|d|^2$. The mean intensity is $\mathcal E_0^2/8\pi\alpha$ and the photon flux is this divided by $\omega$. The ratio of rate to flux is $\sigma=4\pi^2\alpha\,\omega|d|^2$.

Average over $m$ and sum over $m'$. This sum is the same for the three Cartesian directions, so it is one third of the sum with $cc'$ replaced by $\hat n\cdot\hat n'=x$. The addition theorem $\sum_mY_{lm}(\hat n)Y^*_{lm}(\hat n')=(2l+1)P_l(x)/4\pi$, used for $l$ and $l'$, and $\iint d\Omega\,d\Omega'=8\pi^2\int dx$ give

$$\frac1{2l+1}\sum_{mm'}|\langle l'm'|c|lm\rangle|^2=\frac{2l'+1}{6}\int_{-1}^1xP_lP_{l'}dx=\frac{l_>}{3(2l+1)},\qquad l'=l\pm1,$$

by $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int P_{l'}^2dx=2/(2l'+1)$; $l_>$ is the larger of $l,l'$. Thus

$$\sigma=\frac{4\pi^2\alpha}{3}\,\omega\sum_{l'=l\pm1}\frac{l_>}{2l+1}D_{l'}^2,\qquad D_{l'}=\int_0^\infty u_{El'}\,r\,u_b\,dr .\tag{14}$$

With the oscillator strength density $df/dE=2\omega|d|^2$ this is $\sigma=2\pi^2\alpha\,df/dE$. Since $[H,z]=-ip_z$ and $[z,[H,z]]=1$, inserting a complete set in $\langle b|[z,[H,z]]|b\rangle$ gives the Thomas–Reiche–Kuhn rule, $\sum f_n+\int(df/dE)dE=1$.

We now have the normalisation of the Coulomb wave near the origin, its finite zero-energy limit for attraction, and the photoabsorption cross section (14). It remains to separate the threshold factor from the dipole integral, apply it to neutral atoms and negative ions, and find where Wigner's law fails.

Numerical values quoted here were computed with a short program.
